# Molecular tilt from the polarization dependence of a π* resonance: test program

```python
"""Polarization dependence of a 1s -> pi* resonance and the molecular tilt.

Result under test, for three or more equally populated, rotation-related domains:
  I/A = P*I_par + (1-P)*I_perp
  I_par = (1/3)*(1 + (3 cos^2 theta - 1)*(3 cos^2 tilt - 1)/2)
  I_perp = sin^2(tilt)/2
and, with c = P cos^2 theta and R = I(theta1)/I(theta2),
  tan^2(tilt) = 2(R c2 - c1)/((1-c1) - R(1-c2)).
theta: angle of the beam from the surface; tilt: angle between the pi* axis
(the normal of the molecular plane) and the surface normal; P: fraction of the
intensity polarized in the plane of incidence; A: common intensity scale.
Orbital exponents and lengths are in atomic units; angles inside are radians.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

deg = np.pi / 180


def axis_vector(tilt, azimuth):
    return np.array([np.sin(tilt) * np.cos(azimuth),
                     np.sin(tilt) * np.sin(azimuth), np.cos(tilt)])


def domain_signal(theta, tilt, P, n_domains=3, azimuth0=0.37,
                  phase=np.pi / 2, weights=None):
    """Explicit sum of |e.n|^2 over the domains, with no averaging formula."""
    e_par = np.array([np.sin(theta), 0.0, np.cos(theta)])
    e_perp = np.array([0.0, 1.0, 0.0])
    e = np.sqrt(P) * e_par + np.exp(1j * phase) * np.sqrt(1 - P) * e_perp
    if weights is None:
        weights = np.ones(n_domains) / n_domains
    return sum(w * abs(e @ axis_vector(tilt, azimuth0 + 2 * np.pi * k / n_domains))**2
               for k, w in enumerate(weights))


def stohr_signal(theta, tilt, P):
    i_par = (1 + (3 * np.cos(theta)**2 - 1) * (3 * np.cos(tilt)**2 - 1) / 2) / 3
    return P * i_par + (1 - P) * np.sin(tilt)**2 / 2


def tilt_from_ratio(R, theta1, theta2, P):
    c1, c2 = P * np.cos(theta1)**2, P * np.cos(theta2)**2
    return np.arctan(np.sqrt(2 * (R * c2 - c1) / ((1 - c1) - R * (1 - c2))))


# Direction of the transition dipole: two-centre Slater model, 3D quadrature
zeta_core, zeta_p, bond = 5.7, 1.6, 2.6
normal = axis_vector(0.7, 0.4)
bond_axis = np.cross(normal, [0.3, -0.5, 0.8])
bond_axis /= np.linalg.norm(bond_axis)
x, wx = np.polynomial.laguerre.laggauss(30)
u, wu = np.polynomial.legendre.leggauss(24)
n_phi = 48
phi = 2 * np.pi * np.arange(n_phi) / n_phi
X, U, F = np.meshgrid(x / zeta_core, u, phi, indexing="ij")
rho = np.sqrt(1 - U**2)
points = np.stack([X * rho * np.cos(F), X * rho * np.sin(F), X * U], axis=-1)
# the Laguerre weight contains the exponential of the core orbital
volume = (wx[:, None, None] * wu[None, :, None] * (2 * np.pi / n_phi)
          * X**2 / zeta_core)
core_norm = zeta_core**1.5 / np.sqrt(np.pi)
p_norm = zeta_p**2.5 / np.sqrt(np.pi)


def core_to_p_dipole(centre, lobe):
    shifted = points - centre
    p = p_norm * (shifted @ lobe) * np.exp(-zeta_p * np.linalg.norm(shifted, axis=-1))
    return core_norm * np.einsum("ijk,ijk,ijkl->l", volume, p, points)


def angle_to_normal(d):
    across = np.linalg.norm(d - (d @ normal) * normal)
    return np.arctan2(across, abs(d @ normal))


own = core_to_p_dipole(np.zeros(3), normal)
neighbour = core_to_p_dipole(bond * bond_axis, normal)
pi_star = own - neighbour          # common normalization factor omitted
closed_form = 32 * zeta_core**1.5 * zeta_p**2.5 / (zeta_core + zeta_p)**5
assert abs(own @ normal / closed_form - 1) < 1e-8
assert angle_to_normal(pi_star) < 1e-6
twist = 30 * deg
twisted_lobe = np.cos(twist) * normal + np.sin(twist) * np.cross(bond_axis, normal)
twisted = own - core_to_p_dipole(bond * bond_axis, twisted_lobe)
assert angle_to_normal(twisted) > 0.1 * deg

# Domain sums against the closed form, for any azimuth and polarization phase
rng = np.random.default_rng(4)
largest_error = 0.0
for n in (3, 4, 5, 6):
    for _ in range(60):
        th, al = rng.uniform(0, np.pi / 2, 2)
        pol = rng.uniform(0, 1)
        az, ph = rng.uniform(0, 2 * np.pi, 2)
        largest_error = max(largest_error, abs(
            domain_signal(th, al, pol, n, az, ph) - stohr_signal(th, al, pol)))
assert largest_error < 1e-12
for n in (1, 2):
    values = [domain_signal(np.pi / 2, 0.7, 1.0, n, az) for az in (0, np.pi / 2)]
    assert abs(values[0] - values[1]) > 0.1

# Worked example: chosen measurement
P, theta1, theta2 = 0.90, 90 * deg, 20 * deg
R, dR = 0.40, 0.02
c1, c2 = P * np.cos(theta1)**2, P * np.cos(theta2)**2
tilt = tilt_from_ratio(R, theta1, theta2, P)


def tilt_by_root(ratio):
    return brentq(lambda a: domain_signal(theta1, a, P)
                  - ratio * domain_signal(theta2, a, P), 0, np.pi / 2, xtol=1e-13)


assert abs(tilt - tilt_by_root(R)) < 1e-10

# Recovery and uniqueness for several pairs of incidence angles
for t1, t2 in ((90, 20), (70, 30), (55, 25)):
    tilts = np.linspace(2, 88, 44) * deg
    ratios = np.array([domain_signal(t1 * deg, a, P) / domain_signal(t2 * deg, a, P)
                       for a in tilts])
    assert np.all(np.diff(ratios) > 0)
    recovered = tilt_from_ratio(ratios, t1 * deg, t2 * deg, P)
    assert np.max(abs(recovered - tilts)) < 1e-9

# Sensitivity to the measured ratio
I1, I2 = domain_signal(theta1, tilt, P), domain_signal(theta2, tilt, P)
slope = 2 * I2**2 / ((c2 - c1) * np.sin(2 * tilt))
step = 1e-4
slope_numeric = (tilt_by_root(R + step) - tilt_by_root(R - step)) / (2 * step)
assert abs(slope / slope_numeric - 1) < 1e-5
tilt_low, tilt_high = tilt_by_root(R - dR), tilt_by_root(R + dR)
tilt_P1 = tilt_from_ratio(R, theta1, theta2, 1.0)

# Special angles and the isotropic layer
magic_tilt = np.arccos(1 / np.sqrt(3))
magic_theta = np.arccos(np.sqrt(1 / (3 * P)))
for angle in np.linspace(0, np.pi / 2, 9):
    assert abs(domain_signal(angle, magic_tilt, P) - 1 / 3) < 1e-12
    assert abs(domain_signal(magic_theta, angle, P) - 1 / 3) < 1e-12
    isotropic = sum(w * domain_signal(angle, np.arccos(v), P)
                    for v, w in zip(u, wu)) / 2
    assert abs(isotropic - 1 / 3) < 1e-12

# A third incidence angle lies on the straight line in cos^2(theta)
theta3 = 55 * deg
I3 = domain_signal(theta3, tilt, P)
fraction = ((np.cos(theta3)**2 - np.cos(theta1)**2)
            / (np.cos(theta2)**2 - np.cos(theta1)**2))
assert abs(I3 - (I1 + fraction * (I2 - I1))) < 1e-12

# A spread of tilts: only the mean of sin^2(tilt) can be recovered
spread = np.array([20, 60]) * deg


def mixed(theta):
    return np.mean([domain_signal(theta, a, P) for a in spread])


tilt_mixed = tilt_from_ratio(mixed(theta1) / mixed(theta2), theta1, theta2, P)
assert abs(np.sin(tilt_mixed)**2 - np.mean(np.sin(spread)**2)) < 1e-12
assert abs(mixed(theta3) - domain_signal(theta3, tilt_mixed, P)) < 1e-12


# False tilts when the domain condition is broken
def apparent_tilt(**domains):
    ratio = (domain_signal(theta1, tilt, P, **domains)
             / domain_signal(theta2, tilt, P, **domains))
    return tilt_from_ratio(ratio, theta1, theta2, P)


twofold_0 = apparent_tilt(n_domains=2, azimuth0=0.0)
twofold_90 = apparent_tilt(n_domains=2, azimuth0=np.pi / 2)
assert min(abs(twofold_0 - tilt), abs(twofold_90 - tilt)) > 5 * deg

# Unequal populations: both signals change, and the tilt depends on azimuth
populations = (0.5, 0.3, 0.2)
unequal = apparent_tilt(azimuth0=0.0, weights=populations)
I1_unequal = domain_signal(theta1, tilt, P, azimuth0=0.0, weights=populations)
I2_unequal = domain_signal(theta2, tilt, P, azimuth0=0.0, weights=populations)
assert I1_unequal > 1.05 * I1 and I2_unequal > 1.05 * I2
rotation = np.arange(0, 360, 5) * deg
scan_equal = np.array([apparent_tilt(azimuth0=a) for a in rotation])
scan_unequal = np.array([apparent_tilt(azimuth0=a, weights=populations)
                         for a in rotation])
assert np.max(abs(scan_equal - tilt)) < 1e-10
assert np.max(abs(scan_unequal - tilt)) > 1 * deg

# Lower bound on the angle of an in-plane long axis from the surface normal
frames = Rotation.random(2000, random_state=7).as_matrix()
long_angle = np.arccos(np.clip(abs(frames[:, 2, 0]), 0, 1))
plane_tilt = np.arccos(np.clip(abs(frames[:, 2, 2]), 0, 1))
margin = long_angle - (np.pi / 2 - plane_tilt)
assert margin.min() > -1e-7 and margin.min() < 1 * deg

print("DIPOLE MODEL (Slater orbitals)")
print(f"core exponent: {zeta_core:.1f} bohr^-1")
print(f"p exponent: {zeta_p:.1f} bohr^-1")
print(f"bond length: {bond:.1f} bohr")
print(f"one-centre 1s-2p dipole: {own @ normal:.5f} e bohr")
print(f"neighbour p / own p contribution: {neighbour @ normal / (own @ normal):.5f}")
print(f"planar pi*, dipole-normal angle: {angle_to_normal(pi_star) / deg:.1e} deg")
print(f"twist of neighbour lobe in control: {twist / deg:.0f} deg")
print(f"twisted pi*, dipole-normal angle: {angle_to_normal(twisted) / deg:.3f} deg")
print("DOMAIN AVERAGE")
print(f"largest error of formula, 3 to 6 domains: {largest_error:.1e}")
print("WORKED EXAMPLE")
print(f"polarization fraction P: {P:.2f}")
print(f"incidence angles: {theta1 / deg:.0f} and {theta2 / deg:.0f} deg")
print(f"measured ratio R: {R:.2f} +/- {dR:.2f}")
print(f"c1 = P cos^2(theta1): {c1:.4f}")
print(f"c2 = P cos^2(theta2): {c2:.4f}")
print(f"tan^2(tilt): {np.tan(tilt)**2:.4f}")
print(f"tilt from formula: {tilt / deg:.2f} deg = {tilt:.4f} rad")
print(f"tilt from domain-sum root: {tilt_by_root(R) / deg:.2f} deg")
print(f"I(theta1)/A: {I1:.4f}")
print(f"I(theta2)/A: {I2:.4f}")
print(f"d(tilt)/dR: {slope / deg:.2f} deg per unit R")
print(f"linear tilt uncertainty: {slope * dR / deg:.2f} deg")
print(f"tilt at R-dR and R+dR: {tilt_low / deg:.2f} and {tilt_high / deg:.2f} deg")
print(f"tilt if P = 1 is assumed: {tilt_P1 / deg:.2f} deg")
print(f"predicted I/A at {theta3 / deg:.0f} deg incidence: {I3:.4f}")
print(f"minimum long-axis angle from surface normal: {90 - tilt / deg:.2f} deg")
print("SPECIAL ANGLES AND LIMITS")
print(f"tilt with no incidence dependence: {magic_tilt / deg:.2f} deg")
print(f"incidence with no tilt dependence: {magic_theta / deg:.2f} deg")
print(f"equal mixture of tilts: {spread[0] / deg:.0f} and {spread[1] / deg:.0f} deg")
print(f"apparent tilt of mixture: {tilt_mixed / deg:.2f} deg")
print(f"apparent tilt, twofold, azimuth 0 deg: {twofold_0 / deg:.2f} deg")
print(f"apparent tilt, twofold, azimuth 90 deg: {twofold_90 / deg:.2f} deg")
print("unequal populations, azimuths 0, 120, 240 deg:", *populations)
print(f"their I(theta1)/A and I(theta2)/A: {I1_unequal:.4f} and {I2_unequal:.4f}")
print(f"their apparent tilt at these azimuths: {unequal / deg:.2f} deg")
print(f"their lowest apparent tilt on rotation: {scan_unequal.min() / deg:.2f} deg")
print(f"their highest apparent tilt on rotation: {scan_unequal.max() / deg:.2f} deg")
print("done: every assertion held")
```

Output:

```
DIPOLE MODEL (Slater orbitals)
core exponent: 5.7 bohr^-1
p exponent: 1.6 bohr^-1
bond length: 2.6 bohr
one-centre 1s-2p dipole: 0.06802 e bohr
neighbour p / own p contribution: 0.05355
planar pi*, dipole-normal angle: 7.6e-07 deg
twist of neighbour lobe in control: 30 deg
twisted pi*, dipole-normal angle: 1.608 deg
DOMAIN AVERAGE
largest error of formula, 3 to 6 domains: 3.3e-16
WORKED EXAMPLE
polarization fraction P: 0.90
incidence angles: 90 and 20 deg
measured ratio R: 0.40 +/- 0.02
c1 = P cos^2(theta1): 0.0000
c2 = P cos^2(theta2): 0.7947
tan^2(tilt): 0.6927
tilt from formula: 39.77 deg = 0.6941 rad
tilt from domain-sum root: 39.77 deg
I(theta1)/A: 0.2046
I(theta2)/A: 0.5115
d(tilt)/dR: 38.36 deg per unit R
linear tilt uncertainty: 0.77 deg
tilt at R-dR and R+dR: 38.99 and 40.52 deg
tilt if P = 1 is assumed: 40.72 deg
predicted I/A at 55 deg incidence: 0.3190
minimum long-axis angle from surface normal: 50.23 deg
SPECIAL ANGLES AND LIMITS
tilt with no incidence dependence: 54.74 deg
incidence with no tilt dependence: 52.51 deg
equal mixture of tilts: 20 and 60 deg
apparent tilt of mixture: 41.18 deg
apparent tilt, twofold, azimuth 0 deg: 49.17 deg
apparent tilt, twofold, azimuth 90 deg: 19.80 deg
unequal populations, azimuths 0, 120, 240 deg: 0.5 0.3 0.2
their I(theta1)/A and I(theta2)/A: 0.2455 and 0.5829
their apparent tilt at these azimuths: 40.57 deg
their lowest apparent tilt on rotation: 35.14 deg
their highest apparent tilt on rotation: 45.03 deg
done: every assertion held
```
